# Kaptein's Sign Rules for Radical-Pair Nuclear Polarization and Their Limits, part 1

(Sections cited here and not found follow in the second part.)

## First half: from nuclear state to reaction yield and spectrum

### What goes wrong without the rules

An NMR spectrum taken while a radical reaction is running can contain lines in emission next to lines in strongly enhanced absorption. If these intensities are read as equilibrium intensities, the concentrations come out wrong, and an emission line even gives a negative one. If only the signs are read, without a theory of what fixes them, an emission line shows that the populations are out of equilibrium, but not which path the reaction took. A line in emission may come from a triplet precursor or a singlet precursor, and from a product formed inside the radical pair or one formed after escape.

Kaptein's rules connect these alternatives to signs. For proton \(i\) the net effect has the sign of

\[
\Gamma_n=\mu\,\varepsilon\,\Delta g_i\,A_i ,
\]

where plus means enhanced absorption (A) and minus means emission (E). For two coupled protons the multiplet effect has the sign of

\[
\Gamma_m=\mu\,\varepsilon\,A_1A_2\,J_{12}\,\sigma ,
\]

where plus means E/A and minus means A/E. The first letter belongs to the high-frequency line of a doublet, which is the low-field line.

The factors are as follows.

- \(\mu=+1\) for a triplet precursor and for pairs formed by free encounters (F pairs), and \(\mu=-1\) for a singlet precursor.
- \(\varepsilon=+1\) for the recombination product and \(\varepsilon=-1\) for escape products.
- \(\Delta g_i\) is the \(g\) factor of the radical that carries proton \(i\), minus that of its partner.
- \(A_i\) is the hyperfine coupling with its sign, and \(J_{12}\) is the nuclear spin coupling in the product.
- \(\sigma=+1\) if both protons sit in the same radical, and \(\sigma=-1\) if they sit in different radicals. The second case is used for the recombination product only.

Used without conditions, the rules can give the wrong answer. The derivation below shows where they hold for a pair with exponential escape.

### The radical pair in high field

Radicals \(a\) and \(b\) carry one unpaired electron each, and there are two protons in the pair. Energies are divided by \(\hbar\), so that couplings are angular frequencies. The field \(B\) points along \(z\). An electron has the Zeeman term \(+g\mu_BB\,S_z/\hbar\). A proton has \(-\gamma_pB\,I_z\) with \(\gamma_p>0\), so its state \(m=+\tfrac12\) is the lower one.

The hyperfine term of proton \(i\) is \(A_i\,\mathbf S\cdot\mathbf I_i\). Its part \(A_iS_zI_{iz}\) leaves every spin projection unchanged. The remaining part flips an electron and a proton in opposite directions, which costs about one electron Larmor frequency. When that frequency is much larger than \(|A_i|\), the flipping part has little effect on a short-lived pair and is dropped. It would shift the precession frequencies by about \(A_i^2\) divided by four times the Larmor frequency, and these shifts must be small compared with the loss rates of the pair. For the sign of a net effect they must also be small compared with the difference of the two electron Zeeman frequencies, because they act like an addition to it. This is the secular approximation. Under it each proton keeps its value of \(m_i\) as long as the pair lives, and the electrons precess at

\[
\omega_a=\frac{g_a\mu_BB}{\hbar}+\sum_{i\in a}A_im_i,\qquad
\omega_b=\frac{g_b\mu_BB}{\hbar}+\sum_{i\in b}A_im_i .
\]

The exchange interaction is written \(-X(2\mathbf S_a\cdot\mathbf S_b+\tfrac12)\). Since \(\mathbf S_a\cdot\mathbf S_b\) equals \(-\tfrac34\) in the singlet and \(+\tfrac14\) in the triplet, the singlet has energy \(+X\) and the triplet \(-X\). The triplet levels \(T_+\) and \(T_-\) are shifted further by the electron Zeeman energy. If this shift is much larger than \(|X|\) and \(|A_i|\), they do not mix with the singlet. That leaves

\[
|S\rangle=\frac{|\alpha\beta\rangle-|\beta\alpha\rangle}{\sqrt2},\qquad
|T_0\rangle=\frac{|\alpha\beta\rangle+|\beta\alpha\rangle}{\sqrt2}.
\]

The operator \(\omega_aS_{az}+\omega_bS_{bz}\) multiplies \(|\alpha\beta\rangle\) by \((\omega_a-\omega_b)/2\) and \(|\beta\alpha\rangle\) by the opposite number. Acting on \(|T_0\rangle\) it therefore gives

\[
(\omega_aS_{az}+\omega_bS_{bz})|T_0\rangle
=\frac{\omega_a-\omega_b}{2}\,\frac{|\alpha\beta\rangle-|\beta\alpha\rangle}{\sqrt2}
=\frac q2\,|S\rangle,\qquad q=\omega_a-\omega_b .
\]

A difference of precession frequencies thus turns \(T_0\) into \(S\) and back. Inserting the frequencies gives

\[
q=x+2a\,m_1+2b\,m_2,\qquad x=\frac{(g_a-g_b)\mu_BB}{\hbar},
\]

with \(a=\pm A_1/2\) and \(b=\pm A_2/2\). The plus sign holds for a proton in radical \(a\) and the minus sign for one in radical \(b\), because \(\omega_b\) enters \(q\) with a minus sign. Used as numbers, \(a\) and \(b\) mean these half couplings; as labels they name the radicals.

The mixing frequency thus depends on the nuclear state. No nucleus has been flipped. Polarization will arise by sorting: pairs in some nuclear states recombine more often than pairs in others.

### Reaction and escape

The pair recombines from its singlet state with rate constant \(k_S\). From every spin state it escapes with rate constant \(k_e\). The density matrix obeys

\[
\frac{d\rho}{dt}=-i[H,\rho]-\frac{k_S}{2}(P_S\rho+\rho P_S)-k_e\rho ,
\]

where \(P_S\) projects on the singlet. A constant \(k_e\) means exponential escape, and \(X\) is taken as constant in time. Pairs that diffuse apart and meet again follow other time laws and are not covered by the proof.

Take one nuclear state, and let \(S\), \(T\) and \(c\) stand for \(\rho_{SS}\), \(\rho_{T_0T_0}\) and \(\rho_{ST_0}\). The commutator elements are

\[
[H,\rho]_{ST_0}=2Xc+\frac q2(T-S),\qquad
[H,\rho]_{SS}=\frac q2(c^*-c)=-iq\,\mathrm{Im}\,c .
\]

The recombination term removes \(S\) at the rate \(k_S\). It removes \(c\) at half that rate, because \(P_S\) acts on one side of \(c\) only. With \(\Gamma=k_S/2+k_e\) the equations are

\[
\begin{aligned}
\dot S&=-q\,\mathrm{Im}\,c-(k_S+k_e)S,\\
\dot T&=+q\,\mathrm{Im}\,c-k_eT,\\
\dot c&=-i\frac q2(T-S)-(\Gamma+2iX)c .
\end{aligned}
\]

The yield requires only time integrals. Let \(\hat S=\int_0^\infty S\,dt\), and likewise \(\hat T\) and \(\hat c\). At late times everything has decayed, so the integral of each derivative is minus the initial value. The pair starts with weights \(p_S\) and \(p_T\) in \(S\) and \(T_0\) and with no coherence. The third equation then gives

\[
\hat c=-\frac{i(q/2)(\hat T-\hat S)}{\Gamma+2iX},\qquad
\mathrm{Im}\,\hat c=-\frac q2\,\frac{\Gamma}{\Gamma^2+4X^2}\,(\hat T-\hat S),
\]

because the real part of \(1/(\Gamma+2iX)\) is \(\Gamma/(\Gamma^2+4X^2)\). Hence

\[
-q\,\mathrm{Im}\,\hat c=W(\hat T-\hat S),\qquad
W=\frac{q^2\,\Gamma}{2(\Gamma^2+4X^2)} .
\]

For the integrated populations, coherent mixing acts like an exchange of population with rate constant \(W\). No approximation was made in this elimination. Since \(W\) contains \(q^2\), the sign of \(q\) has no influence on the yield.

### The recombination yield

The first two integrated equations are

\[
(k_S+k_e+W)\hat S-W\hat T=p_S,\qquad
-W\hat S+(k_e+W)\hat T=p_T .
\]

Their determinant is

\[
\mathcal D=(k_S+k_e+W)(k_e+W)-W^2=k_e(k_S+k_e)+2\Gamma W ,
\]

where \(k_S+2k_e=2\Gamma\) was used. Solving for \(\hat S\) and multiplying by \(k_S\) gives the recombination yield

\[
\Phi=k_S\,\frac{p_Sk_e+(p_S+p_T)W}{\mathcal D}.
\]

To display the dependence on \(q\), insert \(2\Gamma W=q^2\Gamma^2/(\Gamma^2+4X^2)\) and take out the common factor:

\[
\mathcal D=\frac{\Gamma^2}{\Gamma^2+4X^2}\,(q^2+\kappa^2),\qquad
\kappa^2=k_e(k_S+k_e)\left(1+\frac{4X^2}{\Gamma^2}\right).
\]

It follows that

\[
\frac{2\Gamma W}{\mathcal D}=\frac{q^2}{q^2+\kappa^2}\equiv L(q),\qquad
\frac{k_e(k_S+k_e)}{\mathcal D}=1-L(q).
\]

The two terms of the yield become

\[
\Phi=\frac{p_Sk_S}{k_S+k_e}\,(1-L)+\frac{(p_S+p_T)k_S}{k_S+2k_e}\,L
=\frac{p_Sk_S}{k_S+k_e}+C\,L(q),
\]

and bringing the coefficient of \(L\) to a common denominator gives

\[
C=k_S\,\frac{p_T(k_S+k_e)-p_Sk_e}{(k_S+k_e)(k_S+2k_e)} .
\]

Here \(\kappa\) is the mixing frequency at which \(L\) reaches one half. Polarization needs a competition between mixing and loss. If \(k_e\to0\), then \(\kappa\to0\), so \(L\to1\) for every nonzero \(q\) and the nuclear states are no longer distinguished. If \(|X|\) is very large, then \(\kappa\) is very large, \(L\to0\), and the distinction is lost again. This statement concerns \(S\)–\(T_0\) mixing only. Where \(2|X|\) comes close to the electron Larmor frequency, the singlet crosses \(T_+\) or \(T_-\), the flipping part of the hyperfine coupling can no longer be dropped, and a polarization appears to which the rules do not apply.

### The factors \(\mu\) and \(\varepsilon\)

\(L\) grows with \(|q|\), so the sign of \(C\) decides whether fast mixing helps or hinders recombination.

- A triplet precursor is taken to fill its three levels equally. Then \(p_S=0\), \(p_T=\tfrac13\), and \(C=k_S/[3(k_S+2k_e)]>0\).
- A singlet precursor has \(p_S=1\), \(p_T=0\), and \(C=-k_Sk_e/[(k_S+k_e)(k_S+2k_e)]<0\).
- An F pair has \(p_S=p_T=\tfrac14\), and \(C=k_S^2/[4(k_S+k_e)(k_S+2k_e)]>0\).

The sign of \(C\) is therefore \(\mu\). An F pair behaves like a triplet pair because recombination removes only singlet pairs. The integrated equations with \(p_S=p_T\) give \(\hat T-\hat S=p_Sk_S/\mathcal D>0\), so over the life of the pair mixing carries more population from \(T_0\) to \(S\) than back.

Every pair either recombines or escapes, and pairs in \(T_\pm\) can only escape. The escape yield in each nuclear state is thus \(1-\Phi\), and every difference between nuclear states changes sign. This is \(\varepsilon\). It assumes that the escaped radicals keep their nuclear polarization until they form their product. For the multiplet effect both protons must also sit in the same radical. If they sit in different radicals, which separate and react with other partners, the correlation between the two protons is lost, and the multiplet rule does not apply to the escape products. If both routes lead to the same molecule, the two contributions to the net effect cancel in this model. For protons in the same radical those to the multiplet effect cancel as well.

### From populations to lines

All four nuclear states are equally likely at the start, so the populations in the recombination product are proportional to \(\Phi(m_1,m_2)\). Writing \(\pm\) for \(m=\pm\tfrac12\), define

\[
\begin{aligned}
N_1&=\Phi_{++}+\Phi_{+-}-\Phi_{-+}-\Phi_{--},\\
N_2&=\Phi_{++}-\Phi_{+-}+\Phi_{-+}-\Phi_{--},\\
M&=\Phi_{++}-\Phi_{+-}-\Phi_{-+}+\Phi_{--}.
\end{aligned}
\]

Together with the sum \(\Sigma\) of the four yields, these fix all populations. As an operator the population distribution is

\[
\frac{\Sigma}{4}+\frac{N_1}{2}I_{1z}+\frac{N_2}{2}I_{2z}+M\,I_{1z}I_{2z}.
\]

Inserting the values of \(m_1\) and \(m_2\) returns the four yields.

Let the product be weakly coupled, so that \(|J_{12}|\) is much smaller than the shift difference \(|\nu_1-\nu_2|\). Its energies in frequency units are \(-\nu_1m_1-\nu_2m_2+J_{12}m_1m_2\). Raising proton 1 from \(m_1=+\tfrac12\) to \(-\tfrac12\) costs

\[
\nu_1-J_{12}m_2 .
\]

A pulse of flip angle \(\theta\) about \(y\) turns each \(I_z\) into \(I_z\cos\theta+I_x\sin\theta\). The terms that give a signal of proton 1 are

\[
\sin\theta\; I_{1x}\left[\frac{N_1}{2}+M\cos\theta\; I_{2z}\right].
\]

After division by \(\sin\theta\), the line belonging to \(m_2=\pm\tfrac12\) has the intensity

\[
\frac{N_1\pm M\cos\theta}{2}.
\]

For small \(\theta\) this is the population difference across the transition, positive for absorption. The sum of the two lines is \(N_1\), the net effect. Their difference is \(M\cos\theta\), the multiplet effect. A \(90^\circ\) pulse removes the latter, so the multiplet rule has to be read from a spectrum taken with a smaller flip angle.

For \(J_{12}>0\) the high-frequency line belongs to \(m_2=-\tfrac12\). If \(M>0\) and \(N_1=0\), this line is in emission and the other in absorption, which is E/A. Changing the sign of either \(M\) or \(J_{12}\) gives A/E. The multiplet sign is therefore the sign of \(MJ_{12}\).

## Second half: the signs, their limits and a two-proton pair

### Symbols and results carried over

The pair mixes \(S\) and \(T_0\) with the frequency \(q=x+2am_1+2bm_2\). Here \(x=(g_a-g_b)\mu_BB/\hbar\), and \(a\), \(b\) are half the hyperfine couplings of protons 1 and 2, with reversed sign for a proton in radical \(b\). The recombination yield is a constant plus \(C\,L(q)\), with

\[
L(q)=\frac{q^2}{q^2+\kappa^2},\qquad
\kappa^2=k_e(k_S+k_e)\left(1+\frac{4X^2}{\Gamma^2}\right),\qquad
\Gamma=\frac{k_S}{2}+k_e ,
\]

where \(k_S\), \(k_e\) and \(X\) are the recombination rate, the escape rate and the exchange coupling. The sign of \(C\) is \(\mu\), and escape products carry the opposite polarization. \(N_1\) and \(N_2\) are the net effects, and \(M\) is the multiplet combination. The sign of \(MJ_{12}\) distinguishes E/A (plus) from A/E (minus).

### The net effect

The four values of \(q\) are \(x\pm(a+b)\) for the states \(++\) and \(--\), and \(x\pm(a-b)\) for \(+-\) and \(-+\). Hence

\[
N_1=C\left[L(x+u)-L(x-u)\right]_{u=a+b}+C\left[L(x+u)-L(x-u)\right]_{u=a-b}.
\]

Since \(L=1-\kappa^2/(q^2+\kappa^2)\), each bracket equals

\[
\kappa^2\left[\frac1{(x-u)^2+\kappa^2}-\frac1{(x+u)^2+\kappa^2}\right]=\frac{4\kappa^2xu}{D(u)} ,
\]

with the product of the denominators

\[
D(u)=(x^2+u^2+\kappa^2)^2-4x^2u^2=(u^2+\kappa^2-x^2)^2+4\kappa^2x^2 .
\]

The second form follows from \((x^2+u^2+\kappa^2)^2=(u^2+\kappa^2-x^2)^2+4x^2(u^2+\kappa^2)\). With \(D_\pm=D(a\pm b)\),

\[
N_1=4C\kappa^2x\,\frac{(a+b)D_-+(a-b)D_+}{D_+D_-}
=4C\kappa^2x\,\frac{a(D_++D_-)-b(D_+-D_-)}{D_+D_-}.
\]

Let \(r=a^2+b^2+\kappa^2-x^2\). Then \(D_\pm=(r\pm2ab)^2+4\kappa^2x^2\), and

\[
D_++D_-=2r^2+8a^2b^2+8\kappa^2x^2,\qquad D_+-D_-=8abr .
\]

The numerator is therefore \(2a(r^2-4b^2r+4a^2b^2+4\kappa^2x^2)\). Completing the square with \(r^2-4b^2r=(r-2b^2)^2-4b^4\) gives

\[
N_1=\frac{8C\kappa^2\,x\,a\,R_1}{D_+D_-},\qquad
R_1=(a^2-b^2+\kappa^2-x^2)^2+4b^2(a^2-b^2)+4\kappa^2x^2 .
\]

\(N_2\) follows by exchanging \(a\) and \(b\).

For a proton in radical \(a\), the product \(xa\) has the sign of \((g_a-g_b)A_1\). For a proton in radical \(b\), the half coupling changes sign, and so does \(\Delta g_i\), which is then \(g_b-g_a\). In both cases the sign is that of \(\Delta g_iA_i\). Wherever \(R_1>0\), the net rule follows:

\[
\operatorname{sign}(\varepsilon N_i)=\operatorname{sign}(\mu\,\varepsilon\,\Delta g_i\,A_i).
\]

This part has derived the recombination yield for each nuclear state and shown that the net rule for proton 1 holds wherever \(R_1>0\). It remains to find when this condition is met, to derive the multiplet rule and its limits, and to test both rules on a two-proton pair.
